# Cell height and mid-vacuum potential of a charged sheet: a numerical check

```python
"""
Result under test: a plane of n excess electrons per area, in a periodic
cell of height L with uniform neutralising background, has an electron
potential energy U whose mid-vacuum value lies below the sheet value by
    D = U(0) - U(L/2) = e^2 n L / (8 eps0).
Hence L = 8 eps0 D / (e^2 n).  Energies are in eV and lengths in nm.
U excludes the neutral sheet's own potential.
The program also sizes charge spread, dielectric response, zero-point
energy, band filling, temperature, tunnelling and gate-oxide field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

coulomb = const.e / const.epsilon_0 * 1e9             # e^2/eps0, eV nm
hbar2_m = const.hbar**2 / (const.m_e * const.e) * 1e18  # eV nm^2
density_cm2 = 5e13
density = density_cm2 * 1e-14                         # nm^-2
target = 4.0                                          # eV

# Rough parameters of a monolayer MoS2-like sheet
charge_thickness = 0.3
slab_thickness = 0.6
slab_eps = 6.0
affinity = 4.0
band_mass = 0.5
degeneracy = 4
temperature = 300.0
oxide_eps = 3.9
oxide_breakdown = 10.0                                # MV/cm, rough


def drop_plane(height):
    return coulomb * density * height / 8


def drop_slab(height, thickness, eps):
    outside = (height - thickness)**2 / height
    return coulomb * density / 8 * (outside + (height - outside) / eps)


def zero_point(height):
    return 0.5 * np.sqrt(hbar2_m * coulomb * density / height)


def solve_poisson(height, thickness=0.0, eps=1.0, spread=0.0, points=800):
    """Periodic finite-volume solution, with U = 0 at mid-vacuum."""
    step = height / points
    index = np.arange(points)
    distance = np.minimum(index, points - index) * step
    # Average 1/eps over each interval between neighbouring nodes
    nearest = np.minimum(distance, np.roll(distance, -1))
    fraction = np.clip((thickness / 2 - nearest) / step, 0, 1)
    face_eps = 1 / (fraction / eps + 1 - fraction)
    if spread > 0:
        weight = np.clip((spread / 2 - distance) / step + 0.5, 0, 1)
        weight /= weight.sum()
    else:
        weight = np.zeros(points)
        weight[0] = 1.0
    matrix = np.zeros((points, points))
    matrix[index, (index + 1) % points] = face_eps / step
    matrix[index, index - 1] = np.roll(face_eps, 1) / step
    matrix[index, index] = -(face_eps + np.roll(face_eps, 1)) / step
    source = -coulomb * density * (weight - 1 / points)
    middle = points // 2
    matrix[middle] = 0
    matrix[middle, middle] = 1
    source[middle] = 0
    return index * step, np.linalg.solve(matrix, source)


def lowest_level(height, potential):
    """Lowest free-electron level along z in a periodic potential."""
    points = len(potential)
    hop = hbar2_m / (2 * (height / points)**2)
    index = np.arange(points)
    hamiltonian = np.diag(potential + 2 * hop)
    hamiltonian[index, (index + 1) % points] = -hop
    hamiltonian[index, index - 1] = -hop
    return eigh(hamiltonian, eigvals_only=True, subset_by_index=[0, 0])[0]


# Ideal answer, tested by a real-space solution and a Fourier sum
height = 8 * target / (coulomb * density)
sheet_force = coulomb * density / 2                   # eV/nm
z, potential = solve_poisson(height)
assert abs(potential[0] - target) < 1e-7
profile = sheet_force * (z - z**2 / height)
assert np.max(np.abs(potential[0] - potential - profile)) < 1e-7
slope = (potential[0] - potential[1]) / (z[1] - z[0])
assert abs(slope / sheet_force - 1) < 2e-3            # finite first interval
orders = np.arange(1, 200001)
wavevectors = 2 * np.pi * orders / height
coefficients = coulomb * density / (height * wavevectors**2)
fourier_drop = np.sum(2 * coefficients * (1 - np.cos(np.pi * orders)))
assert abs(fourier_drop - target) < 2e-5              # truncated tail

# Finite charge thickness and dielectric response
test_height = 4.0
_, spread_u = solve_poisson(test_height, spread=charge_thickness)
assert abs(spread_u[0] - drop_plane(test_height - charge_thickness)) < 1e-6
_, slab_u = solve_poisson(test_height, slab_thickness, slab_eps)
slab_formula = drop_slab(test_height, slab_thickness, slab_eps)
assert abs(slab_u[0] - slab_formula) < 1e-6
height_spread = height + charge_thickness
height_slab = brentq(
    lambda h: drop_slab(h, slab_thickness, slab_eps) - target, 1, 12)

# Vacuum-well level
well_level = lowest_level(height, potential)
assert abs(well_level / zero_point(height) - 1) < 2e-3
height_zero = brentq(
    lambda h: drop_plane(h) - zero_point(h) - affinity, 1, 12)

# Band filling, tested by counting states in a large square
fermi = 2 * np.pi * hbar2_m * density / (degeneracy * band_mass)
side = 1000.0
grid = 2 * np.pi / side * np.arange(-300, 301)
energies = hbar2_m / (2 * band_mass) * (grid[:, None]**2 + grid**2)
counted = degeneracy * np.count_nonzero(energies < fermi) / side**2
assert abs(counted / density - 1) < 5e-3              # discrete boundary
height_fermi = brentq(lambda h: drop_plane(h) - affinity + fermi, 1, 12)

# Thermal shift of the chemical potential
thermal = const.k * temperature / const.e
chemical = thermal * np.log(np.expm1(fermi / thermal))
occupied = quad(lambda energy: density / fermi /
                (np.exp((energy - chemical) / thermal) + 1),
                0, fermi + 40 * thermal)[0]
assert abs(occupied / density - 1) < 1e-6

# Combined spilling estimate, tested in the numerical potential
height_onset = brentq(
    lambda h: drop_slab(h, slab_thickness, slab_eps)
    - zero_point(h) - affinity + fermi, 1, 12)
_, onset_u = solve_poisson(height_onset, slab_thickness, slab_eps)
onset_level = lowest_level(height_onset, onset_u)
assert abs(onset_u[0] - onset_level - affinity + fermi) < 5e-3

# Tunnelling factor at the energy of the well bottom
action = height / 4 * np.sqrt(2 * target / hbar2_m)
decay = np.sqrt(2 * np.maximum(potential[:401], 0) / hbar2_m)
numerical_action = np.trapezoid(decay, z[:401]) if hasattr(
    np, "trapezoid") else np.trapz(decay, z[:401])
assert abs(numerical_action / action - 1) < 1e-3
tunnelling = np.exp(-2 * action)
oxide_field = 10 * coulomb * density / oxide_eps      # MV/cm

print(f"Excess electron density: {density_cm2:.1e} cm^-2")
print(f"Excess electron density: {density:.3f} nm^-2")
print(f"Target potential-energy drop: {target:.2f} eV")
print(f"Constant e^2/eps0: {coulomb:.4f} eV nm")
print(f"Initial slope magnitude at sheet: {sheet_force:.4f} eV/nm")
print(f"Field magnitude at sheet: {10 * sheet_force:.2f} MV/cm")
print(f"Drop per cell height: {drop_plane(1.0):.4f} eV/nm")
print(f"Required ideal cell height: {height:.4f} nm")
print(f"Required ideal cell height: {10 * height:.2f} angstrom")
print(f"Distance from sheet to mid-vacuum: {height / 2:.4f} nm")
print(f"Height if field were constant: {height / 2:.4f} nm")
print(f"Drop from real-space solver: {potential[0]:.5f} eV")
print(f"Drop from Fourier sum: {fourier_drop:.5f} eV")
print(f"Drop at quarter height: {potential[0] - potential[200]:.4f} eV")
for sample in (2.0, 3.0, 5.0):
    print(f"Ideal drop for L = {sample:.1f} nm: {drop_plane(sample):.3f} eV")
print(f"Rough charge thickness: {charge_thickness:.2f} nm")
print(f"Height with charge spread only: {height_spread:.3f} nm")
print(f"Rough dielectric thickness: {slab_thickness:.2f} nm")
print(f"Rough out-of-plane permittivity: {slab_eps:.1f} (relative)")
print(f"Height with dielectric only: {height_slab:.3f} nm")
print(f"Dielectric height shift: {height_slab - height:.3f} nm")
print(f"Rough electron affinity: {affinity:.2f} eV")
print(f"Vacuum-well zero-point energy: {zero_point(height):.4f} eV")
print(f"Vacuum-well level by diagonalization: {well_level:.4f} eV")
print(f"Onset height with zero-point only: {height_zero:.3f} nm")
print(f"Rough in-plane mass: {band_mass:.2f} electron masses")
print(f"Spin-valley degeneracy: {degeneracy:d} (count)")
print(f"Band-filling energy: {fermi:.4f} eV")
print(f"Onset height with band filling only: {height_fermi:.3f} nm")
print(f"Combined rough onset height: {height_onset:.3f} nm")
print(f"Drop at combined onset: {onset_u[0]:.3f} eV")
print(f"Zero-point energy at onset: {zero_point(height_onset):.3f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal:.4f} eV")
print(f"Thermal chemical-potential shift: {1000*(chemical-fermi):.3f} meV")
print(f"Tunnelling factor at well bottom: {tunnelling:.2e} (dimensionless)")
print(f"Oxide relative permittivity: {oxide_eps:.1f} (relative)")
print(f"One-sided oxide gate field: {oxide_field:.1f} MV/cm")
print(f"Rough oxide breakdown field: {oxide_breakdown:.0f} MV/cm")
print("PASS")
```

Running it gives:

```
Excess electron density: 5.0e+13 cm^-2
Excess electron density: 0.500 nm^-2
Target potential-energy drop: 4.00 eV
Constant e^2/eps0: 18.0951 eV nm
Initial slope magnitude at sheet: 4.5238 eV/nm
Field magnitude at sheet: 45.24 MV/cm
Drop per cell height: 1.1309 eV/nm
Required ideal cell height: 3.5369 nm
Required ideal cell height: 35.37 angstrom
Distance from sheet to mid-vacuum: 1.7684 nm
Height if field were constant: 1.7684 nm
Drop from real-space solver: 4.00000 eV
Drop from Fourier sum: 3.99999 eV
Drop at quarter height: 3.0000 eV
Ideal drop for L = 2.0 nm: 2.262 eV
Ideal drop for L = 3.0 nm: 3.393 eV
Ideal drop for L = 5.0 nm: 5.655 eV
Rough charge thickness: 0.30 nm
Height with charge spread only: 3.837 nm
Rough dielectric thickness: 0.60 nm
Rough out-of-plane permittivity: 6.0 (relative)
Height with dielectric only: 4.470 nm
Dielectric height shift: 0.933 nm
Rough electron affinity: 4.00 eV
Vacuum-well zero-point energy: 0.2208 eV
Vacuum-well level by diagonalization: 0.2207 eV
Onset height with zero-point only: 3.727 nm
Rough in-plane mass: 0.50 electron masses
Spin-valley degeneracy: 4 (count)
Band-filling energy: 0.1197 eV
Onset height with band filling only: 3.431 nm
Combined rough onset height: 4.537 nm
Drop at combined onset: 4.075 eV
Zero-point energy at onset: 0.195 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Thermal chemical-potential shift: -0.253 meV
Tunnelling factor at well bottom: 1.35e-08 (dimensionless)
Oxide relative permittivity: 3.9 (relative)
One-sided oxide gate field: 23.2 MV/cm
Rough oxide breakdown field: 10 MV/cm
PASS
```
